\section*{Why smooth disorder gives a classical transport time but a quantum lifetime}

\section{Two times from one potential}

In a modulation-doped electron gas the carriers move in a plane, and the charged donors sit some tens of nanometres away. The donors leave a weak potential that varies slowly on the scale of $1/k$, where $k$ is the electron wavevector. Two times describe the scattering. The transport time $\tau_{tr}$ fixes the mobility. The quantum lifetime $\tau_q$ is the time for which a plane wave keeps its phase. In such a potential $\tau_{tr}$ can be tens of times longer than $\tau_q$. The two also differ in kind: $\tau_{tr}$ follows from Newton's equation, whereas $\tau_q$ has no classical counterpart.

Consider a particle of mass $m$, momentum $p=mv$ and kinetic energy $E=p^2/2m$ in two dimensions. The static potential $V(\mathbf r)$ has zero mean and an isotropic, smooth correlator
\begin{equation}
W(|\mathbf r-\mathbf r'|)=\langle V(\mathbf r)V(\mathbf r')\rangle ,\qquad W(0)=V_0^2 ,
\end{equation}
which decays over a correlation length $\xi$. It is weak, $V_0\ll E$, and smooth, $k\xi\gg1$ with $k=p/\hbar$. To leading order in both conditions,
\begin{equation}
\frac1{\tau_{tr}}=\frac{D_p}{p^2},\qquad
D_p=\frac1v\int_0^\infty dx\left[-\frac{W'(x)}{x}\right].
\label{main}
\end{equation}
There is no $\hbar$ here when $p$, $m$, $V_0$ and $\xi$ are held fixed. If the density is held fixed instead, $k$ is fixed and $\hbar$ returns through $p=\hbar k$.

\section{Momentum diffusion along a straight path}

Let the particle start along $x$, so that $x=vt$. The transverse force is $F_y=-\partial_yV$. Since $W$ depends on $\mathbf r-\mathbf r'$, the derivative with respect to $y'$ is minus that with respect to $y$, and the force correlator along the path is
\begin{equation}
C(x)=\langle F_yF_y'\rangle=-\partial_y^2W\big|_{y=0}=-\frac{W'(x)}{x}.
\end{equation}
The last step uses $\partial_yW=W'(r)\,y/r$, whose $y$-derivative at $y=0$ is $W'(x)/x$. The transverse momentum is the time integral of the force. Its variance is a double time integral of $C$, and collecting pairs of times with separation $s$ gives
\begin{equation}
\langle\Delta p_y^2\rangle=2\int_0^t(t-s)\,C(vs)\,ds
\;\to\;2D_pt-2\int_0^\infty s\,C(vs)\,ds ,\quad t\gg\xi/v .
\end{equation}
The growing term defines $D_p=\int_0^\infty C(vs)\,ds$, which is \eqref{main} after $x=vs$. The constant is a start-up effect.

The longitudinal force behaves differently. Its correlator is $-W''(x)$, and $\int_0^\infty(-W'')\,dx=W'(0)=0$ for a smooth correlator. Energy conservation says the same: the kinetic energy changes only by $V(\text{start})-V(\text{end})$, which stays bounded. The direction therefore diffuses while the speed does not.

A straight path suffices because bending within one correlation length is small. A force of order $V_0/\xi$ acting for $\xi/v$ displaces the particle by about $\tfrac12(V_0/m\xi)(\xi/v)^2=\xi V_0/4E$. After a few correlation lengths the force is nearly independent of its past, and the calculation restarts along the new direction. Since $\Delta p_y=p\theta$ for small angles, the angular distribution $f$ obeys
\begin{equation}
\partial_tf=\frac{D_p}{p^2}\,\partial_\theta^2f,\qquad
\langle\cos n\theta\rangle=e^{-n^2D_pt/p^2}.
\end{equation}
The case $n=1$ is the decay of the mean momentum, which identifies $1/\tau_{tr}$ with $D_p/p^2$.

The mean drag gives the same rate without using the diffusion equation. The force displaces the particle by $\delta r_j(t)=\int_0^t dt'\,(t-t')F_j(t')/m$, and the changed position changes the force by $\delta r_j\,\partial_jF_x$. Here $\partial_jF_x=-\partial_j\partial_xV$ and $F_j'=-\partial_j'V$, so $\langle\partial_jF_x\,F_j'\rangle=-\partial_x\nabla^2W$ when summed over $j$. For $t\gg\xi/v$,
\begin{align}
\frac{d\langle p_x\rangle}{dt}
&=-\frac1m\int_0^\infty ds\,s\,\partial_x\nabla^2W
=-\frac1{mv^2}\int_0^\infty dx\,x\,\partial_x\nabla^2W \nonumber\\
&=\frac1{pv}\int_0^\infty dx\,\nabla^2W
=\frac1{pv}\int_0^\infty dx\left(W''+\frac{W'}x\right)=-\frac{D_p}{p}.
\end{align}
The second line integrates by parts with vanishing boundary terms; the $W''$ term then integrates to zero. This is $-p/\tau_{tr}$ again.

\section{The Born rate at small angles}

In an area $A$ the mean squared matrix element between plane waves is $\widetilde W(q)/A$, where $\widetilde W(q)=\int d^2r\,W e^{-i\mathbf q\cdot\mathbf r}$. The golden rule sums over final states with $A\int d^2k'/(2\pi)^2$, and $k'dk'=m\,dE'/\hbar^2$. The prefactor is $(2\pi/\hbar)(1/4\pi^2)(m/\hbar^2)=m/2\pi\hbar^3$, so
\begin{equation}
\frac1\tau=\frac{m}{2\pi\hbar^3}\int_{-\pi}^{\pi}d\varphi\;
\widetilde W\!\left(2k\sin\frac{|\varphi|}2\right)g(\varphi).
\label{born}
\end{equation}
Every scattering event counts towards the lifetime, so $g=1$. Momentum loss counts only the lost forward component, so $g=1-\cos\varphi$.

A smooth potential transfers wavevectors $q\sim1/\xi\ll k$. Then $\varphi\simeq q/k$ and $1-\cos\varphi\simeq q^2/2k^2$, which gives
\begin{equation}
\frac1{\tau_{tr}}=\frac{m}{4\pi\hbar^3k^3}\int_{-\infty}^{\infty}dq\,q^2\widetilde W(|q|)
=\frac{m}{4\pi p^3}\int_{-\infty}^{\infty}dq\,q^2\widetilde W(|q|).
\label{small}
\end{equation}
One factor $1/k$ comes from the width of the angular range and two come from the transport weight. Together they turn $\hbar^3k^3$ into $p^3$. The remaining $q$ is a wavevector of the landscape and carries no $\hbar$.

To recover the force correlator, take $\mathbf q$ along $y$. Then $\widetilde W$ is the Fourier transform in $y$ of $\int dx\,W(x,y)$, and a factor $q^2$ stands for $-\partial_y^2$:
\begin{equation}
\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,q^2\widetilde W(|q|)
=\int_{-\infty}^{\infty}dx\,\big[-\partial_y^2W\big]_{y=0}
=2\int_0^\infty dx\,C(x)=2vD_p .
\end{equation}
Equation \eqref{small} becomes $(m/2p^3)(2vD_p)=D_p/p^2$, the classical result. The match holds for any smooth correlator whose spectrum is negligible at $q\sim k$.

Without the transport weight, two powers of $\hbar$ are left over:
\begin{equation}
\frac1{\tau_q}=\frac{m}{2\pi\hbar^3k}\int_{-\infty}^{\infty}dq\,\widetilde W(|q|)
=\frac1{\hbar^2v}\int_{-\infty}^{\infty}dx\,W(|x|).
\label{life}
\end{equation}
The reason is visible in the phase collected along a straight path, $\chi=-\hbar^{-1}\int V\,dt$. For Gaussian phase fluctuations the surviving coherent probability is $|\langle e^{i\chi}\rangle|^2=e^{-\langle\chi^2\rangle}$, and $\langle\chi^2\rangle$ grows at the rate \eqref{life}. The deflection is set by the gradient of the same phase, $\Delta p_y=\hbar\,\partial_y\chi=\int F_y\,dt$, and there $\hbar$ cancels. A phase compares an action with $\hbar$; a deflection angle compares one momentum with another.

\section{Two correlators}

For $W=V_0^2e^{-r^2/2\xi^2}$ one has $-W'/x=(V_0^2/\xi^2)e^{-x^2/2\xi^2}$, whose half-line integral is $\sqrt{\pi/2}\,V_0^2/\xi$. Hence
\begin{equation}
\frac1{\tau_{tr}}=\sqrt{\frac\pi2}\,\frac{mV_0^2}{\xi p^3},\qquad
\frac1{\tau_q}=\frac{\sqrt{2\pi}\,V_0^2\xi}{\hbar^2v},\qquad
\frac{\tau_{tr}}{\tau_q}=2(k\xi)^2 .
\label{gauss}
\end{equation}
The full angular integral is also available. With $z=(k\xi)^2$, $\widetilde W=2\pi\xi^2V_0^2e^{-z(1-\cos\varphi)}$, and \eqref{born} gives
\begin{equation}
\frac1{\tau_{tr}}=\frac{2\pi m\xi^2V_0^2}{\hbar^3}\,e^{-z}\big[I_0(z)-I_1(z)\big].
\end{equation}
For large $z$ the factor $e^{-z}[I_0-I_1]$ tends to $(2\pi z)^{-1/2}(2z)^{-1}(1+3/8z)$. The leading term reproduces \eqref{gauss}, and $3/8z$ is the first finite-angle correction in Born approximation.

A layer of uncorrelated charges at distance $d$ has a bare potential whose spectrum is proportional to $(e^{-qd}/q)^2$. Strong screening by the electrons divides the potential by a factor proportional to $1/q$ at small $q$. This cancels the Coulomb $1/q$ and leaves $\widetilde W=8\pi d^2V_0^2e^{-2qd}$ and $W=V_0^2(1+r^2/4d^2)^{-3/2}$. Then $-W'/x=(3V_0^2/4d^2)(1+x^2/4d^2)^{-5/2}$. The substitution $x=2d\tan u$ turns its integral into $(3V_0^2/2d)\int_0^{\pi/2}\cos^3u\,du=V_0^2/d$, while $\int_{-\infty}^{\infty}W\,dx=4dV_0^2$. Thus
\begin{equation}
\frac1{\tau_{tr}}=\frac{mV_0^2}{p^3d},\qquad
\frac1{\tau_q}=\frac{4dV_0^2}{\hbar^2v},\qquad
\frac{\tau_{tr}}{\tau_q}=4(kd)^2 .
\label{layer}
\end{equation}
At $kd=40$ the full Born transport rate and the force integral agree within 0.5 per cent.

\section{What direct simulation shows}

In units $m=v=\xi=1$, where $E=1/2$, Newton's equation was integrated for 6000 trajectories in a Gaussian-correlated landscape with $V_0=0.05$. At $t=8$ the transverse variance was 0.0440, against 0.0451 from the force correlator. At $t=160$ the standard deviation of the kinetic-energy change was 0.072, close to $\sqrt2\,V_0=0.071$, so the speed had not diffused. The decay of $\langle\cos\theta\rangle$ gave a rate of 0.00335, which is 7 per cent above the predicted 0.00313. Corrections of higher order in $V_0/E=0.1$ and sampling of a single landscape may both enter; the run does not separate them.

The Schrödinger equation was then solved for plane waves on six landscapes, with classical ensembles released on the same ones. In the table, $\lambda=V_0\xi/\hbar v$ is the typical phase per correlation length. Losses are fractions of the initial momentum, at $t=32$ for A and B and at $t=8$ for C. With six landscapes their absolute values carry a sampling error of a few per cent. The two columns use the same landscapes, so their comparison is more precise than either value.

\begin{center}
\begin{tabular}{lccccc}
case & $\hbar$ & $V_0$ & $\lambda$ & quantum loss & classical loss\\
A & 0.25 & 0.05 & 0.20 & 0.1005 & 0.1025\\
B & 0.125 & 0.05 & 0.40 & 0.1012 & 0.1025\\
C & 0.125 & 0.15 & 1.20 & 0.2566 & 0.2563
\end{tabular}
\end{center}

Halving $\hbar$ from A to B, at fixed momentum and potential, changes the momentum loss by under 1 per cent. Meanwhile $-\ln$ of the coherent probability at $t=4$ rises from 0.325 to 1.287, a factor of four. The small differences between quantum and classical losses in A and B have the opposite sign to the $3/8z$ correction, so these runs do not resolve that correction.

Case C separates two conditions. The exponential lifetime law needs $\lambda\ll1$. When $\lambda$ exceeds about 1, coherence is largely lost before one correlation length is crossed, while $V$ is still nearly constant along the path, and $\langle\chi^2\rangle\simeq V_0^2t^2/\hbar^2$. At $t=0.8$ the golden rule predicts an exponent of 2.888; the simulation gives 0.883 and the finite-time phase variance 0.875. Momentum loss nevertheless stays classical. It is no longer given accurately by the weak-deflection formula, since $V_0/E=0.3$: with a rate of $1.2533\times0.15^2=0.0282$ the loss would be $1-e^{-0.226}=0.20$, not 0.26. Large $\lambda$ spoils the lifetime law; large $V_0/E$ spoils \eqref{main}.

\section{Size in a modulation-doped layer}

Take $m=0.07\,m_e$, $E=10$ meV, $V_0=1$ meV and a Gaussian correlator with $\xi=40$ nm. Then $k=0.1355\ \mathrm{nm}^{-1}$, the density is $2.9\times10^{11}\ \mathrm{cm}^{-2}$ with spin degeneracy two, $v=224$ nm/ps and $k\xi=5.42$. One correlation length is crossed in $\xi/v=0.178$ ps. Writing $mv^2=2E$ in \eqref{gauss},
\begin{equation}
\frac1{\tau_{tr}}=\frac14\sqrt{\frac\pi2}\left(\frac{V_0}{E}\right)^2\frac v\xi
=\frac{0.313\times0.01}{0.178\ \mathrm{ps}},\qquad \tau_{tr}\simeq57\ \mathrm{ps}.
\end{equation}
The mobility $e\tau_{tr}/m$ is $1.4\times10^6\ \mathrm{cm^2/Vs}$. With $\lambda=0.271$, the lifetime is $\tau_q=(\xi/v)/(\sqrt{2\pi}\,\lambda^2)\simeq0.97$ ps, and the ratio of the times is $2\times5.42^2\simeq59$. This lifetime is only 5.4 crossing times, so the pure exponential law is marginal here: with the start-up offset of the phase variance, the coherent probability falls to $1/e$ at about 1.1 ps rather than at 0.97 ps. The full Born integral shortens $\tau_{tr}$ to 56.2 ps, a rate correction of 1.3 per cent. Since $V_0/E=0.1$ as in the trajectory run, an error of a few per cent in the leading-order rate is plausible.

Reducing $\hbar$ to a quarter at fixed $p$ moves the Born transport time from 56.2 to 56.9 ps, towards the classical value. The golden-rule lifetime falls sixteenfold to 0.06 ps. That last figure lies outside its own range of validity, because $\lambda$ has reached 1.08.

These inputs are round numbers, not data for a particular layer. The estimate assumes that all disorder is smooth, and a small short-range part can change it noticeably. An independent potential of 0.2 meV rms and 4 nm correlation length has 4 per cent of the smooth variance, yet it adds 21 per cent to the transport rate and lowers the mobility to about $1.2\times10^6\ \mathrm{cm^2/Vs}$. It scatters through large angles, so its contribution is not classical. At 1 K, an equipartition estimate for acoustic deformation phonons with rough semiconductor parameters gives about 6 per cent. This is an overestimate: a phonon that reverses the electron's direction has energy $2\hbar ks\simeq0.9$ meV for a sound speed $s=5000$ m/s, about ten times $k_BT$, so such phonons are mostly frozen out; with the Bose occupation included the contribution falls below 0.1 per cent. Piezoelectric coupling is not included. Thermal smearing changes the mobility by 0.05 per cent, and weak localization by 0.02 per cent per unit of $\ln(\tau_\phi/\tau_{tr})$, where $\tau_\phi$ is the phase-breaking time. Further values are in the numerical output.

\section{Using the two times}

\textbf{Estimating the disorder length.} If smooth disorder dominates both times and $\lambda\ll1$, their ratio gives a length without knowledge of $V_0$: $\xi=k^{-1}\sqrt{\tau_{tr}/2\tau_q}$ for a Gaussian correlator, or $d=(2k)^{-1}\sqrt{\tau_{tr}/\tau_q}$ for a remote layer. The choice of correlator changes the prefactor. The remote-layer form also assumes strong screening, $q\ll q_{TF}$, where $q_{TF}$ is the Thomas--Fermi wavevector. For a thin electron layer with the mass and $k$ of the example and a dielectric constant of 12.9, $q_{TF}\simeq0.2\ \mathrm{nm}^{-1}$, and at $d=40$ nm the inferred distance is about 10 per cent too large. Short-range disorder biases the result downwards. In the example it shortens $\tau_{tr}$ by the factor 1.21 and hardly affects $\tau_q$, so the inferred $\xi$ is about 9 per cent too small.

\textbf{Moving the charges away.} For uncorrelated remote charges of fixed areal density, with $k$ and the strength of the screening also fixed, $\widetilde W(0)=8\pi d^2V_0^2$ is fixed and $V_0^2\propto d^{-2}$. In the strong-screening limit, equation \eqref{layer} then gives $\tau_{tr}\propto d^3$ but $\tau_q\propto d$. With the finite $q_{TF}$ quoted above, the exponents near $d=40$ nm are about 2.75 and 0.9. A larger setback helps mobility more than coherence, until background charged impurities near the electrons, short-range disorder or phonons set the transport rate. With the parameters above and a remote charge density equal to the electron density, a background of $10^{14}\ \mathrm{cm}^{-3}$ already outweighs the remote layer at $d=80$ nm. In an ungated layer the electron density, and with it $k$, also falls as $d$ grows, which these exponents do not include.

\textbf{Choosing the calculation.} For mobility in a smooth landscape, classical trajectories are adequate when $k\xi\gg1$, and they remain useful when $V_0/E$ is moderately too large for \eqref{main}, as in case C. For the coherence of a plane wave, use the phase variance. For the Gaussian correlator its growth is linear after about three correlation lengths, but the start-up offset still keeps it 10 per cent below the golden-rule value after eight. An exponential lifetime therefore requires coherence to survive many correlation lengths, which means $\lambda\ll1$. Neither replaces a quantum calculation when a substantial part of the scattering comes from potentials with $k\xi\lesssim1$.

\section*{Calculated quantities}
\begin{verbatim}
SIMULATIONS (units m = v = xi = 1)
force-correlator integral / (V0^2/xi): 1.25331
trajectories: V0 = 0.05, V0/E = 0.10, number 6000
<dp_perp^2> at t = 8: 0.0440, theory 0.0451
1/tau_tr from <cos theta> at t = 160: 0.00335
1/tau_tr from force correlator: 0.00313
<cos theta>: 0.585, theory 0.606
<cos 2theta>: 0.122, theory 0.135
sd of kinetic energy change: 0.0718, sqrt(2) V0 = 0.0707
quantum runs: 6 landscapes, box side 62.8
case A: hbar = 0.25, V0 = 0.05, V0 xi/(hbar v) = 0.20
  momentum loss at t = 32: quantum 0.1005, classical 0.1025
  -ln(coherent probability) at t = 4.0: 0.325, phase theory 0.321, golden rule 0.401
case B: hbar = 0.125, V0 = 0.05, V0 xi/(hbar v) = 0.40
  momentum loss at t = 32: quantum 0.1012, classical 0.1025
  -ln(coherent probability) at t = 4.0: 1.287, phase theory 1.284, golden rule 1.604
case C: hbar = 0.125, V0 = 0.15, V0 xi/(hbar v) = 1.20
  momentum loss at t = 8: quantum 0.2566, classical 0.2563
  -ln(coherent probability) at t = 0.8: 0.883, phase theory 0.875, golden rule 2.888
diffusion formula for the loss at t = 32, V0 = 0.05: 0.0954
EXAMPLE (rough regime of a modulation-doped 2D electron gas)
mass 0.07 m_e, E 10 meV, V0 1 meV, xi 40 nm, T 1 K
Fermi wavevector: 0.1355 nm^-1
electron density: 2.924e+11 cm^-2
velocity: 224.2 nm/ps
k xi: 5.422, z = (k xi)^2: 29.40
V0 xi/(hbar v): 0.271
crossing time xi/v: 0.1784 ps
transport time, force correlator: 56.95 ps
transport time, full Born integral: 56.21 ps
quantum lifetime, small-angle formula: 0.9686 ps
quantum lifetime, full Born integral: 0.9644 ps
ratio tau_tr/tau_q, small-angle: 58.79
mobility from force correlator: 1.431e+06 cm2/Vs
transport mean free path: 12.77 um
hbar x 1.00 at fixed p: Born tau_tr 56.21 ps, tau_q 0.9644 ps, V0 xi/(hbar v) 0.27
hbar x 0.50 at fixed p: Born tau_tr 56.77 ps, tau_q 0.2419 ps, V0 xi/(hbar v) 0.54
hbar x 0.25 at fixed p: Born tau_tr 56.90 ps, tau_q 0.0605 ps, V0 xi/(hbar v) 1.08
NEGLECTED EFFECTS (percent of the smooth-potential rate or mobility)
finite-angle quantum correction to rate: 1.32 %
short-range potential, 0.2 meV rms, 4 nm, added rate: 20.8 %
phonon inputs: 7 eV, 5300 kg/m3, 5000 m/s, well width 10 nm
acoustic deformation phonons, equipartition: 6.1 %
thermal smearing of mobility: 0.046 %
weak localization, per unit log(tau_phi/tau_tr): 0.0184 %
\end{verbatim}
